# Lorentzian power spectrum of an edge with exponential correlation, part 1

(Sections cited here and not found follow in the second part.)

## The spectrum of a long edge

Let the edge of a printed line run along the coordinate $y$, and let $\delta(y)$ be its displacement, at right angles to $y$, from its mean straight line. Angle brackets denote an average over many edges made in the same way. The edge is taken to be infinitely long and statistically stationary: its mean displacement is zero everywhere, and the average product of two displacements depends on their separation alone. The correlation function is

$$
C(x)=\langle \delta(y)\,\delta(y+x)\rangle .
$$

Replacing $y$ by $y-x$ turns the right-hand side into $\langle\delta(y-x)\,\delta(y)\rangle$, which is $C(-x)$, so $C$ is even. Its value at zero separation is the variance, $C(0)=\sigma^2$. The model treated here is

$$
C(x)=\sigma^2 e^{-|x|/L},
$$

where the correlation length $L$ is the separation at which the correlation has fallen to $1/e$ of the variance. This form is an assumption about the edge. It does not follow from stationarity.

Spatial frequency $f$ counts periods per unit length, and $k=2\pi f$ is the corresponding wavenumber. The power spectrum is two-sided, meaning that positive and negative frequencies both carry variance:

$$
S(f)=\int_{-\infty}^{\infty}C(x)\,e^{-ikx}\,dx,
\qquad
C(x)=\int_{-\infty}^{\infty}S(f)\,e^{ikx}\,df .
$$

The second relation is Fourier inversion. At $x=0$ it gives $\int S\,df=\sigma^2$, which fixes the normalization. A one-sided spectrum, which assigns all the variance to positive $f$, is twice as large. Lengths are in nanometres, so $f$ is in $\mathrm{nm^{-1}}$ and $S$, a squared length per unit frequency, is in $\mathrm{nm^3}$. The numerical example uses the round model values $\sigma=1.5$ nm and $L=20$ nm.

The definition of $S$ contains a correlation function, whereas a measurement starts from edge positions. The link is the periodogram of a segment of length $W$,

$$
P_W(k)=\frac1W\left|\int_0^W\delta(y)\,e^{-iky}\,dy\right|^2 .
$$

Writing the squared modulus as the integral times its complex conjugate, and averaging, gives

$$
\langle P_W\rangle=\frac1W\int_0^W\!\!\int_0^W C(y-y')\,e^{-ik(y-y')}\,dy\,dy' .
$$

The integrand depends on $x=y-y'$ alone. For a given $x$, both points lie inside the segment over a range of $y'$ of length $W-|x|$. If $x\ge0$, this range runs from $0$ to $W-x$; if $x<0$, it runs from $-x$ to $W$. Therefore

$$
\langle P_W\rangle=\int_{-W}^{W}\left(1-\frac{|x|}{W}\right)C(x)\,e^{-ikx}\,dx .
$$

Compared with $S$, this integral lacks the part $|x|/W$ of the integrand for $|x|<W$, and all of it for $|x|>W$. In both ranges the missing fraction is at most $|x|/W$, so

$$
|S-\langle P_W\rangle|\le\frac1W\int_{-\infty}^{\infty}|x|\,\sigma^2e^{-|x|/L}\,dx=\frac{2\sigma^2L^2}{W}.
$$

The last step uses $\int_0^\infty x\,e^{-x/L}dx=L^2$. The bound vanishes as $W\to\infty$, so $S$ is the average periodogram of a very long edge. For this reason $S$ cannot be negative.

To evaluate the spectrum, combine the contributions from $x$ and $-x$. Since $C$ is even, the exponentials add to a cosine, which is the real part of $e^{-ikx}$:

$$
S=2\sigma^2\int_0^\infty e^{-x/L}\cos kx\,dx
=2\sigma^2\,\mathrm{Re}\int_0^\infty e^{-qx}\,dx,
\qquad q=\frac1L+ik .
$$

The antiderivative is $-e^{-qx}/q$. It vanishes at infinity because $|e^{-qx}|=e^{-x/L}$, and the lower limit leaves $1/q$. Multiplying numerator and denominator by the conjugate of $q$ gives

$$
\frac1q=\frac{1/L-ik}{1/L^2+k^2},
\qquad
\mathrm{Re}\,\frac1q=\frac{1/L}{1/L^2+k^2}=\frac{L}{1+k^2L^2}.
$$

The spectrum is therefore the Lorentzian

$$
S(f)=\frac{2\sigma^2L}{1+(2\pi fL)^2}.
$$

At low frequency, $kL\ll1$, the denominator is close to one and the spectrum is flat at $S(0)=2\sigma^2L$. In the example the plateau is $2\times(1.5)^2\times20=90\ \mathrm{nm^3}$. At high frequency, $kL\gg1$, the one in the denominator is negligible and

$$
S\simeq\frac{2\sigma^2}{Lk^2}=\frac{\sigma^2}{2\pi^2Lf^2}.
$$

The two asymptotes are equal when $k^2L^2=1$, which defines the corner frequency

$$
f_c=\frac{1}{2\pi L}.
$$

For $L=20$ nm it is $0.00796\ \mathrm{nm^{-1}}$, or $7.96\ \mathrm{\mu m^{-1}}$. The corresponding period is $2\pi L$, about 126 nm, and so is considerably longer than $L$ itself. At the corner the spectrum is half the plateau, $45\ \mathrm{nm^3}$.

The accuracy of each asymptote follows from the formula. The plateau exceeds $S$ by the fraction $k^2L^2$ of $S$, and the tail law exceeds $S$ by the fraction $1/(k^2L^2)$ of $S$. Ten times below the corner, or ten times above it, the excess is 1%. The numbers agree: at $0.1f_c$ the spectrum is $89.1\ \mathrm{nm^3}$ against a plateau of $90\ \mathrm{nm^3}$, and at $10f_c$ it is $0.891\ \mathrm{nm^3}$ against a tail law of $0.900\ \mathrm{nm^3}$.

On logarithmic axes the change of regime is described by the local slope. From $\ln S=\ln(2\sigma^2L)-\ln(1+k^2L^2)$,

$$
\frac{d\ln S}{d\ln k}=k\,\frac{d\ln S}{dk}=-\frac{2k^2L^2}{1+k^2L^2}.
$$

The slope is $-0.02$ at $0.1f_c$, $-1$ at $f_c$ and $-1.98$ at $10f_c$. The bend is gradual. A straight line fitted between $f_c$ and $3f_c$, where the slope runs from $-1$ to $-1.8$, would give an exponent of smaller magnitude than two even for an edge that obeys the model perfectly.

The two regimes come from different features of the correlation. The plateau is the area under $C$, because $S(0)=\int C\,dx$. For small $k$ the cosine may be expanded, $\cos kx\simeq1-k^2x^2/2$, and

$$
S\simeq\int_{-\infty}^{\infty}C\,dx-\frac{k^2}{2}\int_{-\infty}^{\infty}x^2C\,dx
=2\sigma^2L-\frac{k^2}{2}\,4\sigma^2L^3=2\sigma^2L\,(1-k^2L^2),
$$

where $\int_0^\infty x^2e^{-x/L}dx=2L^3$ was used. A finite area gives a finite plateau, and a finite second moment makes the first departure from it quadratic. Neither property is peculiar to the exponential. A correlation that decays so slowly that its area diverges has no finite $S(0)$.

The tail is decided at the opposite end, by the shape of $C$ near zero separation. Consider any even, continuous correlation that is smooth for $x>0$, has finite one-sided derivatives at $x=0^+$, and decays together with its derivatives so that the integrals below converge. Integrating $S=2\int_0^\infty C\cos kx\,dx$ by parts gives

$$
S=\frac2k\Big[C\sin kx\Big]_0^\infty-\frac2k\int_0^\infty C'\sin kx\,dx .
$$

The boundary term is zero at both ends. A second integration by parts gives

$$
\int_0^\infty C'\sin kx\,dx=\frac{C'(0^+)}{k}+\frac1k\int_0^\infty C''\cos kx\,dx,
$$

and hence

$$
S=-\frac{2C'(0^+)}{k^2}-\frac{2}{k^2}\int_0^\infty C''\cos kx\,dx .
$$

The remaining integral has the same form as the one for $S$, with $C''$ in place of $C$. Treating it in the same way shows that its leading part is $-C'''(0^+)/k^2$, so that

$$
S\simeq-\frac{2C'(0^+)}{k^2}+\frac{2C'''(0^+)}{k^4}.
$$

If the correlation leaves $x=0$ with a downward slope, it has a cusp there, since the slope on the other side is opposite. The cusp produces the inverse-square tail. For the exponential, $C'(0^+)=-\sigma^2/L$, and the first term is the tail found above. Moreover $C''=C/L^2$ for $x>0$, so the equation before the expansion becomes

$$
S=\frac{2\sigma^2}{Lk^2}-\frac{S}{k^2L^2}.
$$

Solving it for $S$ returns the whole Lorentzian.

Two other correlations test this explanation. The function $\sigma^2(1+|x|/L)e^{-|x|/L}$ also decays over a distance of order $L$, but for $x>0$ its derivative is $-\sigma^2(x/L^2)e^{-x/L}$, which vanishes at the origin. There is no cusp. Its third derivative at $0^+$ is $2\sigma^2/L^3$, so the tail is $4\sigma^2/(L^3k^4)$. Numerical transformation at $100f_c$ gives a logarithmic slope of $-4.00$, against $-2.00$ for the exponential. A vanishing initial slope alone does not fix this power; the higher one-sided derivatives must be finite as assumed. The form $\sigma^2e^{-|x/L|^{2H}}$ with $\tfrac12<H<1$ also starts with zero slope, but its second derivative diverges at the origin and its tail falls as $k^{-(1+2H)}$.

The function $\sigma^2e^{-|x|/L}/(1+|x|/L)$ has a cusp of twice the strength, $C'(0^+)=-2\sigma^2/L$. Its transform at $100f_c$ is $0.9992$ times the leading term $-2C'(0^+)/k^2$. The small deficit is the next term of the expansion: here $C'''(0^+)=-16\sigma^2/L^3$, which changes the leading term by the fraction $-8/(kL)^2=-0.0008$. A flat start followed by an inverse-square tail is therefore compatible with an exponential correlation but does not prove it. The complete Lorentzian does, because Fourier inversion assigns one correlation function to it.

The cusp also has a direct geometrical meaning. The mean-square difference between two edge points is

$$
\langle[\delta(y+x)-\delta(y)]^2\rangle=2[\sigma^2-C(x)]\simeq\frac{2\sigma^2|x|}{L}
\qquad(|x|\ll L).
$$

Dividing by $x^2$ gives the mean-square slope measured over the distance $x$. It grows as $1/|x|$ and has no finite limit as $x\to0$. If a real edge has a finite mean-square slope, its mean-square difference is quadratic at small enough separations and its correlation is rounded there. Under the smoothness conditions stated above, its spectrum must eventually fall faster than $k^{-2}$. The exponential model can then hold only at separations larger than the rounding distance, and the inverse-square tail has an upper end.

Finally, the spectrum shows where the variance resides. With $u=2\pi fL$ and $df=du/(2\pi L)$, the part of the variance at $|f|<F$ is

$$
\int_{-F}^{F}S\,df=\frac{\sigma^2}{\pi}\int_{-2\pi FL}^{2\pi FL}\frac{du}{1+u^2}
=\frac{2\sigma^2}{\pi}\arctan(2\pi FL).
$$

As $F\to\infty$ the arctangent tends to $\pi/2$ and the result to $\sigma^2$, as the normalization requires. Since $\arctan1=\pi/4$, half of the variance lies below the corner frequency. Up to $10f_c$ the share is 93.65%. An ideal filter that removed everything above $10f_c$ would lower the standard deviation from 1.5 nm to $1.5\sqrt{0.9365}=1.45$ nm. The band above $10f_c$ thus carries only about 6% of the variance, although it can occupy much of a logarithmic plot. The band above $3f_c$, where the slope is already steeper than $-1.8$, still carries $1-(2/\pi)\arctan3\simeq20\%$.

## Finite lines and sampled edges

The edge displacement $\delta(y)$ has zero mean, variance $\sigma^2$ and correlation $C(x)=\sigma^2e^{-|x|/L}$. With $k=2\pi f$, its two-sided spectrum on an infinite line is

$$
S=\frac{2\sigma^2L}{1+k^2L^2},
$$

with the corner at $f_c=1/(2\pi L)$. For a general correlation with a cusp, the tail is $-2C'(0^+)/k^2$. The mean periodogram of a segment of length $W$ is

$$
\langle P_W\rangle=\int_{-W}^{W}\left(1-\frac{|x|}{W}\right)C(x)\,e^{-ikx}\,dx .
$$

The example has $\sigma=1.5$ nm and $L=20$ nm, to which a segment length $W=400$ nm and a sampling spacing $\Delta=2$ nm are now added.

The two limits of the ideal spectrum contain both parameters. Let $P=S(0)=2\sigma^2L$ be the plateau and $A=\lim_{k\to\infty}k^2S=2\sigma^2/L$ the tail coefficient. Their ratio is $P/A=L^2$ and their product is $PA=4\sigma^4$, so

$$
L=\sqrt{\frac PA},\qquad \sigma^2=\frac{\sqrt{PA}}{2}.
$$

Neither limit suffices alone. Doubling both $\sigma^2$ and $L$ leaves the tail unchanged, while doubling $\sigma^2$ and halving $L$ leaves the plateau unchanged. In the example $P=90\ \mathrm{nm^3}$, and $k^2S$ evaluated at $100f_c$ is $0.225$ nm. These give $L=\sqrt{90/0.225}=20.0$ nm and $\sigma=1.50$ nm. In a measurement, the plateau requires segments much longer than $L$ and the tail requires sampling much finer than $L$. The errors made when these conditions are met imperfectly can be calculated.

Take the finite segment first, with the edge still known at every point. The contributions of $x$ and $-x$ combine as before:

$$
\langle P_W\rangle=2\sigma^2\,\mathrm{Re}\,J,\qquad
J=\int_0^W\left(1-\frac xW\right)e^{-qx}\,dx,\qquad q=\frac1L+ik .
$$

Integrate by parts, differentiating the bracket and integrating the exponential:

$$
J=\left[-\left(1-\frac xW\right)\frac{e^{-qx}}{q}\right]_0^W-\frac{1}{qW}\int_0^We^{-qx}\,dx
=\frac1q-\frac{1-e^{-qW}}{q^2W}.
$$

The first term gives the ideal spectrum and the second is the effect of the finite length. The natural frequencies of the segment are $f=n/W$ with integer $n$. For these, $e^{-ikW}=e^{-2\pi in}=1$, so $e^{-qW}=e^{-W/L}$ is real. The real part of $1/q^2$ is also needed:

$$
\frac{1}{q^2}=\frac{(1/L-ik)^2}{(1/L^2+k^2)^2},
\qquad
\mathrm{Re}\,\frac1{q^2}=\frac{1/L^2-k^2}{(1/L^2+k^2)^2}
=\frac{L^2(1-k^2L^2)}{(1+k^2L^2)^2}.
$$

Taking out the common factor $\mathrm{Re}(1/q)=L/(1+k^2L^2)$ yields

$$
\langle P_W\rangle=S\left[1-\varepsilon\,\frac{1-k^2L^2}{1+k^2L^2}\right],
\qquad
\varepsilon=\frac LW\left(1-e^{-W/L}\right).
$$

This part has derived the Lorentzian spectrum of an exponentially correlated edge, traced its inverse-square tail to the cusp in the correlation, and found the mean periodogram of a finite segment at its natural frequencies. What remains is to work out what the finite-length error does to the inferred parameters, and to treat the effects of sampling and measurement noise.
